# Osmotic Coefficient and Gibbs-Duhem Consistency from a Pitzer Free Energy: test program

```python
# Result under test: the osmotic coefficient phi and the mean ionic activity
# coefficient gamma of a Pitzer electrolyte both follow from one free energy,
# and obey d[m (phi - 1)] = m d ln(gamma) at fixed temperature and pressure.
# m: molality (mol/kg); I: ionic strength (mol/kg); A: Debye-Hueckel slope;
# beta0, beta1, cphi: Pitzer salt parameters; b, alpha: Pitzer constants.
# zc, za: charge magnitudes; nc, na: ions per formula unit.
# Free energies are divided by kT; amounts are in mol and water in kg.
from collections import namedtuple
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

Salt = namedtuple("Salt", "zc za nc na beta0 beta1 cphi")
b, alpha = 1.2, 2.0
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
to_angstrom = bohr / const.angstrom
water_molar_mass = 0.018015


def debye_slope(temperature, permittivity, density):
    """Slope, Bjerrum length (bohr), number density per molality (bohr^-3)."""
    thermal = const.k * temperature / hartree
    bjerrum = 1 / (permittivity * thermal)
    unit_density = const.N_A * density * bohr**3
    slope_value = np.sqrt(2 * np.pi * unit_density) * bjerrum**1.5 / 3
    return slope_value, bjerrum, unit_density


def total_free_energy(water, amounts, salts, A, theta=0.0):
    """Ideal plus Pitzer excess free energy; the salts share one anion."""
    cations = [s.nc * n / water for s, n in zip(salts, amounts)]
    anion = sum(s.na * n for s, n in zip(salts, amounts)) / water
    charge = sum(s.zc * c for s, c in zip(salts, cations))
    I = 0.5 * (sum(s.zc**2 * c for s, c in zip(salts, cations))
               + salts[0].za**2 * anion)
    x = alpha * np.sqrt(I)
    excess = -4 * A * I / b * np.log(1 + b * np.sqrt(I))
    for s, c in zip(salts, cations):
        B = s.beta0 + s.beta1 * 2 * (1 - (1 + x) * np.exp(-x)) / x**2
        C = s.cphi / (2 * np.sqrt(s.zc * s.za))
        excess += 2 * c * anion * (B + charge * C)
    if len(salts) == 2:
        excess += 2 * cations[0] * cations[1] * theta
    ideal = sum(q * (np.log(q) - 1) for q in cations + [anion])
    return water * (excess + ideal)


def derivative(function, x):
    """First derivative by a complex step, free of subtraction error."""
    step = 1e-30
    return function(x + 1j * step).imag / step


def ionic_strength(m, s):
    return 0.5 * m * (s.nc * s.zc**2 + s.na * s.za**2)


def osmotic(m, s, A):
    root = np.sqrt(ionic_strength(m, s))
    nu, pair = s.nc + s.na, s.nc * s.na
    return (1 - s.zc * s.za * A * root / (1 + b * root)
            + 2 * pair / nu * m * (s.beta0 + s.beta1 * np.exp(-alpha * root))
            + 2 * pair**1.5 / nu * m**2 * s.cphi)


def ln_gamma(m, s, A):
    root = np.sqrt(ionic_strength(m, s))
    x = alpha * root
    nu, pair = s.nc + s.na, s.nc * s.na
    electric = -A * (root / (1 + b * root) + 2 / b * np.log(1 + b * root))
    B_gamma = (2 * s.beta0 + 2 * s.beta1 / x**2
               * (1 - (1 + x - x**2 / 2) * np.exp(-x)))
    return (s.zc * s.za * electric + 2 * pair / nu * m * B_gamma
            + 3 * pair**1.5 / nu * m**2 * s.cphi)


def osmotic_from_gamma(m, s, A):
    """Gibbs-Duhem integral of ln(gamma) from infinite dilution."""
    area = quad(lambda t: 2 * t * ln_gamma(t * t, s, A), 0, np.sqrt(m),
                epsabs=1e-12, epsrel=1e-11)[0]
    return 1 + ln_gamma(m, s, A) - area / m


def osmotic_mixture(molalities, salts, A, theta=0.0):
    cations = [s.nc * m for s, m in zip(salts, molalities)]
    anion = sum(s.na * m for s, m in zip(salts, molalities))
    charge = sum(s.zc * c for s, c in zip(salts, cations))
    I = 0.5 * (sum(s.zc**2 * c for s, c in zip(salts, cations))
               + salts[0].za**2 * anion)
    root = np.sqrt(I)
    bracket = -A * I**1.5 / (1 + b * root) + cations[0] * cations[1] * theta
    for s, c in zip(salts, cations):
        C = s.cphi / (2 * np.sqrt(s.zc * s.za))
        bracket += c * anion * (s.beta0 + s.beta1 * np.exp(-alpha * root)
                                + 2 * charge * C)
    return 1 + 2 * bracket / (sum(cations) + anion)


# Rough typical inputs for a nickel chloride strike bath.
T, permittivity, density = 298.15, 78.4, 997.0
nickel = Salt(2, 1, 1, 2, 0.35, 1.5, -0.004)
acid = Salt(1, 1, 1, 1, 0.18, 0.30, 0.001)
A, bjerrum, unit_density = debye_slope(T, permittivity, density)
kT = const.k * T / const.e

# Debye-Hueckel slope against the ring sum over Fourier modes.
I_test = 0.01
kappa = np.sqrt(8 * np.pi * bjerrum * unit_density * I_test)
low = quad(lambda x: x**2 * np.log1p(1 / x**2) - 1, 0, 1)[0]
high = quad(lambda u: (np.log1p(u * u) - u * u) / u**4, 0, 1)[0]
ring = kappa**3 * (low + high) / (4 * np.pi**2 * unit_density)
ring_slope = -ring / (4 * I_test**1.5)
assert abs(ring_slope / A - 1) < 1e-6

# Closed formulas against derivatives of the total free energy.
worst_phi = worst_gamma = worst_duhem = 0.0
for zc, za, nc, na in [(1, 1, 1, 1), (2, 1, 1, 2), (3, 1, 1, 3),
                       (1, 2, 2, 1), (3, 2, 2, 3)]:
    s = Salt(zc, za, nc, na, 0.27, 1.1, -0.006)
    nu = nc + na
    for m in (0.03, 0.4, 1.5):
        by_water = derivative(
            lambda w: total_free_energy(w, [m], [s], A), 1.0)
        by_salt = derivative(
            lambda n: total_free_energy(1.0, [n], [s], A), m)
        ideal_salt = nc * np.log(nc * m) + na * np.log(na * m)
        worst_phi = max(worst_phi,
                        abs(-by_water / (nu * m) - osmotic(m, s, A)))
        worst_gamma = max(worst_gamma, abs((by_salt - ideal_salt) / nu
                                           - ln_gamma(m, s, A)))
        worst_duhem = max(worst_duhem, abs(osmotic_from_gamma(m, s, A)
                                           - osmotic(m, s, A)))
assert worst_phi < 1e-9
assert worst_gamma < 1e-9
assert worst_duhem < 1e-8

# Dilute limit and coincident minima implied by Gibbs-Duhem.
tiny = 1e-8
limit_ratio = ln_gamma(tiny, nickel, A) / (osmotic(tiny, nickel, A) - 1)
assert abs(limit_ratio - 3) < 0.01
options = {"xatol": 1e-9}
min_gamma = minimize_scalar(lambda m: ln_gamma(m, nickel, A),
                            bounds=(0.02, 1.5), method="bounded",
                            options=options).x
min_product = minimize_scalar(lambda m: m * (osmotic(m, nickel, A) - 1),
                              bounds=(0.02, 1.5), method="bounded",
                              options=options).x
assert 0.03 < min_gamma < 1.4
assert abs(min_gamma - min_product) < 1e-5

# Omitting the ionic-strength derivative of B must break consistency.
m0 = 1.0
phi0 = osmotic(m0, nickel, A)
phi_duhem = osmotic_from_gamma(m0, nickel, A)
x0 = alpha * np.sqrt(ionic_strength(m0, nickel))
B_shape = 2 * (1 - (1 + x0) * np.exp(-x0)) / x0**2
prefactor = 2 * nickel.nc * nickel.na / (nickel.nc + nickel.na)
phi_naive = phi0 + prefactor * m0 * nickel.beta1 * (B_shape - np.exp(-x0))
assert abs(phi_naive - phi_duhem) > 0.1

# A badly wrong parameter still passes Gibbs-Duhem.
wrong = nickel._replace(beta0=2 * nickel.beta0)
phi_wrong = osmotic(m0, wrong, A)
wrong_residual = abs(phi_wrong - osmotic_from_gamma(m0, wrong, A))
assert wrong_residual < 1e-8 and abs(phi_wrong - phi0) > 0.1


def salt_potential(m):
    """Salt chemical potential over kT, standard value set to zero."""
    return (nickel.nc * np.log(nickel.nc * m)
            + nickel.na * np.log(nickel.na * m)
            + (nickel.nc + nickel.na) * ln_gamma(m, nickel, A))


def water_shift(m):
    """Water chemical potential relative to pure water, in eV."""
    return -kT * water_molar_mass * 3 * m * osmotic(m, nickel, A)


# Energy balance between two molalities, by parts for the salt side.
m1, m2 = 0.5, 1.0
water_side = water_shift(m2) - water_shift(m1)
salt_work = (m2 * salt_potential(m2) - m1 * salt_potential(m1)
             - quad(salt_potential, m1, m2, epsabs=1e-12)[0])
salt_side = -kT * water_molar_mass * salt_work
assert abs(water_side - salt_side) < 1e-10

# Mixture: every salt must enter the Gibbs-Duhem sum.
salts, acid_m, theta = [nickel, acid], 1.0, 0.10


def mixture_potential(m, index):
    amounts = [m, acid_m]

    def energy(n):
        changed = list(amounts)
        changed[index] = n
        return total_free_energy(1.0, changed, salts, A, theta)
    return derivative(energy, amounts[index])


def particle_phi(m):
    return (3 * m + 2 * acid_m) * osmotic_mixture([m, acid_m], salts, A, theta)


mix_water = -derivative(
    lambda w: total_free_energy(w, [m2, acid_m], salts, A, theta), 1.0)
assert abs(mix_water - particle_phi(m2)) < 1e-9
nickel_part = (m2 * mixture_potential(m2, 0) - m1 * mixture_potential(m1, 0)
               - quad(lambda m: mixture_potential(m, 0), m1, m2)[0])
acid_part = acid_m * (mixture_potential(m2, 1) - mixture_potential(m1, 1))
mix_change = particle_phi(m2) - particle_phi(m1)
assert abs(mix_change - nickel_part - acid_part) < 1e-8
assert abs(mix_change - nickel_part) > 0.1

# Sizes of effects outside the single-salt example; rough inputs.
phi_acid = osmotic_mixture([m0, acid_m], salts, A)
phi_theta = osmotic_mixture([m0, acid_m], salts, A, theta)
T_warm, permittivity_warm, density_warm = 328.15, 68.0, 986.0
A_warm = debye_slope(T_warm, permittivity_warm, density_warm)[0]
phi_warm = osmotic(m0, nickel, A_warm)
K_pair = 0.3
paired = brentq(lambda x: x - K_pair * m0 * (1 - x) * (2 - x), 0, 1)

I0 = ionic_strength(m0, nickel)
screen_unit = to_angstrom / np.sqrt(8 * np.pi * bjerrum * unit_density)
spacing = (unit_density * 3 * m0) ** (-1 / 3) * to_angstrom
excess_salt = 3 * kT * ln_gamma(m0, nickel, A)
excess_energy = 3 * kT * (ln_gamma(m0, nickel, A) - (phi0 - 1))
# Independent value of the excess free energy from the total free energy.
ideal0 = m0 * (np.log(m0) - 1) + 2 * m0 * (np.log(2 * m0) - 1)
direct = kT * (total_free_energy(1.0, [m0], [nickel], A) - ideal0) / m0
assert abs(direct - excess_energy) < 1e-10
to_joule = const.e * const.N_A

print(f"T = {T:.2f} K; kT = {kT:.6f} eV")
print(f"water: permittivity {permittivity:.1f}, density {density:.0f} kg/m3")
print(f"water molar mass = {water_molar_mass:.6f} kg/mol")
print(f"nickel salt beta0, beta1 = {nickel.beta0}, {nickel.beta1} kg/mol")
print(f"nickel salt cphi = {nickel.cphi} kg2/mol2")
print(f"b, alpha = {b}, {alpha} (kg/mol)^0.5")
print(f"Bjerrum length = {bjerrum * to_angstrom:.3f} angstrom")
print(f"slope A, formula = {A:.6f} (kg/mol)^0.5")
print(f"slope A, ring sum = {ring_slope:.6f} (kg/mol)^0.5")
print(f"length set by b = {b * screen_unit:.3f} angstrom")
print(f"length set by alpha = {alpha * screen_unit:.3f} angstrom")
print("m (mol/kg), phi, gamma, water activity (last three: no unit)")
for m in (0.01, 0.1, 0.5, 1.0, 2.0):
    phi = osmotic(m, nickel, A)
    activity = np.exp(-water_molar_mass * 3 * m * phi)
    print(f"  {m:.2f}  {phi:.5f}  {np.exp(ln_gamma(m, nickel, A)):.5f}"
          f"  {activity:.6f}")
print(f"at m = {m0:.1f} mol/kg: ionic strength = {I0:.1f} mol/kg")
root0 = np.sqrt(I0)
print(f"  electric term in phi = {-2 * A * root0 / (1 + b * root0):.5f}")
B_phi = nickel.beta0 + nickel.beta1 * np.exp(-x0)
print(f"  B_phi = {B_phi:.5f} kg/mol; its term = {prefactor * B_phi * m0:.5f}")
print(f"  cphi term in phi = {2 * 2**1.5 / 3 * m0**2 * nickel.cphi:.5f}")
print(f"  ln gamma = {ln_gamma(m0, nickel, A):.5f}")
print(f"  Debye length = {screen_unit / root0:.3f} angstrom")
print(f"  mean ion spacing = {spacing:.3f} angstrom")
print(f"  water potential shift = {water_shift(m0):.7f} eV per molecule")
print(f"    the same = {water_shift(m0) * to_joule:.2f} J/mol")
print(f"  salt excess potential = {excess_salt:.6f} eV per formula unit")
print(f"  excess free energy = {excess_energy:.6f} eV per formula unit")
print(f"    the same = {excess_energy * to_joule / 1000:.4f} kJ/mol")
print(f"phi from Gibbs-Duhem integral = {phi_duhem:.8f}")
print(f"phi from closed formula = {phi0:.8f}")
print(f"phi without derivative of B = {phi_naive:.5f}")
print(f"phi with beta0 doubled = {phi_wrong:.5f}")
print(f"  its Gibbs-Duhem residual = {wrong_residual:.1e}")
print(f"minimum of gamma at m = {min_gamma:.5f} mol/kg")
print(f"minimum of m(phi-1) at m = {min_product:.5f} mol/kg")
print(f"ln gamma/(phi-1) at m = {tiny:.0e} mol/kg: {limit_ratio:.5f}")
print(f"balance, m = {m1} to {m2} mol/kg, eV per water molecule:")
print(f"  water side {water_side:.9f}; salt side {salt_side:.9f}")
print(f"largest errors: phi {worst_phi:.1e}, ln gamma {worst_gamma:.1e},"
      f" Gibbs-Duhem {worst_duhem:.1e}")
print(f"mixture, {acid_m:.1f} mol/kg HCl; change of phi*sum(m), mol/kg:")
print(f"  total {mix_change:.6f}; Ni salt {nickel_part:.6f};"
      f" acid {acid_part:.6f}")
print(f"acid beta0, beta1 = {acid.beta0}, {acid.beta1} kg/mol;"
      f" cphi = {acid.cphi} kg2/mol2")
print(f"phi with acid, no cation mixing = {phi_acid:.5f}")
print(f"phi with cation mixing {theta:.2f} kg/mol = {phi_theta:.5f}")
print(f"warm bath: {T_warm:.2f} K, permittivity {permittivity_warm:.1f},"
      f" density {density_warm:.0f} kg/m3")
print(f"  A = {A_warm:.6f} (kg/mol)^0.5; phi = {phi_warm:.5f}")
print(f"pairing constant {K_pair} kg/mol: Ni paired = {paired:.4f}")
print(f"  fractional loss of solute particles = {paired / 3:.4f}")
print("no test failed")
```

Output:

```
T = 298.15 K; kT = 0.025693 eV
water: permittivity 78.4, density 997 kg/m3
water molar mass = 0.018015 kg/mol
nickel salt beta0, beta1 = 0.35, 1.5 kg/mol
nickel salt cphi = -0.004 kg2/mol2
b, alpha = 1.2, 2.0 (kg/mol)^0.5
Bjerrum length = 7.149 angstrom
slope A, formula = 0.391322 (kg/mol)^0.5
slope A, ring sum = 0.391322 (kg/mol)^0.5
length set by b = 3.654 angstrom
length set by alpha = 6.089 angstrom
m (mol/kg), phi, gamma, water activity (last three: no unit)
  0.01  0.90658  0.72677  0.999510
  0.10  0.85481  0.51802  0.995391
  0.50  0.92967  0.45695  0.975191
  1.00  1.08138  0.52958  0.943232
  2.00  1.44634  0.90022  0.855273
at m = 1.0 mol/kg: ionic strength = 3.0 mol/kg
  electric term in phi = -0.44034
  B_phi = 0.39695 kg/mol; its term = 0.52927
  cphi term in phi = -0.00754
  ln gamma = -0.63568
  Debye length = 1.758 angstrom
  mean ion spacing = 8.219 angstrom
  water potential shift = -0.0015016 eV per molecule
    the same = -144.88 J/mol
  salt excess potential = -0.048997 eV per formula unit
  excess free energy = -0.055269 eV per formula unit
    the same = -5.3327 kJ/mol
phi from Gibbs-Duhem integral = 1.08138379
phi from closed formula = 1.08138379
phi without derivative of B = 1.30554
phi with beta0 doubled = 1.54805
  its Gibbs-Duhem residual = 2.2e-16
minimum of gamma at m = 0.39967 mol/kg
minimum of m(phi-1) at m = 0.39967 mol/kg
ln gamma/(phi-1) at m = 1e-08 mol/kg: 3.00039
balance, m = 0.5 to 1.0 mol/kg, eV per water molecule:
  water side -0.000856116; salt side -0.000856116
largest errors: phi 1.4e-15, ln gamma 8.9e-16, Gibbs-Duhem 1.3e-15
mixture, 1.0 mol/kg HCl; change of phi*sum(m), mol/kg:
  total 2.576667; Ni salt 1.589447; acid 0.987220
acid beta0, beta1 = 0.18, 0.3 kg/mol; cphi = 0.001 kg2/mol2
phi with acid, no cation mixing = 1.30068
phi with cation mixing 0.10 kg/mol = 1.34068
warm bath: 328.15 K, permittivity 68.0, density 986 kg/m3
  A = 0.417233 (kg/mol)^0.5; phi = 1.05223
pairing constant 0.3 kg/mol: Ni paired = 0.3333
  fractional loss of solute particles = 0.1111
no test failed
```
